# From forward scattering to the linear absorption of an atomic mixture: test program

```python
# Result under test: sigma_total = 2 r_e lambda f2 for one atom, and
# mu = 2 r_e lambda sum_s n_s f2_s for a dilute mixture of atoms s.
# f = f1 - i f2 is the forward scattering factor (fields as exp(-i omega t)),
# F = -r_e f the forward amplitude, r_e the classical electron radius,
# n_s a number density, mu the intensity absorption coefficient.
# Hartree atomic units are used inside; alpha is the dipole polarizability.
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from pyscf import gto, dft

c = 1 / pc['fine-structure constant'][0]
a0 = pc['Bohr radius'][0]
hartree_ev = pc['Hartree energy in eV'][0]
r_e = pc['classical electron radius'][0]
wavelength = 13.5e-9
omega = 2 * np.pi * c / (wavelength / a0)
k_light = omega / c
MB = 1e-22                      # one megabarn in square metres
R_MAX, R_TURN, RAMP = 30.0, 16.0, 4.0


def radial_grid(h):
    return h * np.arange(1, int(round(R_MAX / h)))


def bound_states(r, potential, l, count):
    h = r[0]
    diagonal = 1 / h**2 + potential + l * (l + 1) / (2 * r**2)
    off = np.full(len(r) - 1, -0.5 / h**2)
    e, u = eigh_tridiagonal(diagonal, off, select='i',
                            select_range=(0, count - 1))
    return e, u / np.sqrt(h)


def solve_atom(charge, p_electrons, h, latter=True):
    """Exchange-only local-density atom 1s2 2s2 2p^n, spherical average."""
    r = radial_grid(h)
    v = -(1 + (charge - 1) * np.exp(-r)) / r
    for _ in range(400):
        es, us = bound_states(r, v, 0, 2)
        ep, up = bound_states(r, v, 1, 1)
        orbitals = [(0, 2, es[0], us[:, 0]), (0, 2, es[1], us[:, 1]),
                    (1, p_electrons, ep[0], up[:, 0])]
        shell = sum(n * u**2 for _, n, _, u in orbitals)
        inside = h * (np.cumsum(shell) - shell / 2)
        w = shell / r
        outside = h * (w.sum() - np.cumsum(w) + w / 2)
        density = shell / (4 * np.pi * r**2)
        new = (-charge + inside) / r + outside
        new -= (3 * density / np.pi)**(1 / 3)
        if latter:
            new = np.minimum(new, -1 / r)
        change = np.max(np.abs(r * (new - v)))
        if change < 1e-6:
            return r, v, orbitals
        v = v + 0.3 * (new - v)
    raise AssertionError('self-consistency not reached')


def channels(orbitals):
    for l, n, e, u in orbitals:
        for lf in (l - 1, l + 1):
            if lf >= 0:
                yield lf, n * max(l, lf) / (3 * (2 * l + 1)), e, u


def contour_slope(x):
    t = np.clip((x - R_TURN) / RAMP, 0, 1)
    return 1 + 1j * t**2 * (3 - 2 * t)


def scattering_factor(atom, w):
    """f from the driven equation; no continuum state is constructed."""
    x, v, orbitals = atom
    h = x[0]
    t = np.clip((x - R_TURN) / RAMP, 0, 1)
    z = x + 1j * (RAMP * (t**3 - t**4 / 2)
                  + np.maximum(x - R_TURN - RAMP, 0))
    q = contour_slope(x)
    left, right = 1 / contour_slope(x - h / 2), 1 / contour_slope(x + h / 2)
    vz = np.where(x > R_TURN, -1 / z, v)
    alpha = 0
    for lf, weight, e, u in channels(orbitals):
        for energy in (e + w, e - w):
            ab = np.zeros((3, len(x)), complex)
            ab[0, 1:] = -right[:-1] / (2 * h**2)
            ab[2, :-1] = -right[:-1] / (2 * h**2)
            ab[1] = (left + right) / (2 * h**2)
            ab[1] += q * (vz + lf * (lf + 1) / (2 * z**2) - energy)
            source = q * x * u
            response = solve_banded((1, 1), ab, source)
            alpha += weight * h * np.sum(source * response)
    return -w**2 * alpha


def golden_rule(atom, w):
    """Photoabsorption from real energy-normalized continuum waves."""
    r, v, orbitals = atom
    h = r[0]
    total = 0.0
    for lf, weight, e, u in channels(orbitals):
        energy = e + w
        if energy <= 0:
            continue
        k = np.sqrt(2 * energy)
        factor = 2 + 2 * h**2 * (v + lf * (lf + 1) / (2 * r**2) - energy)
        values = [0.0, 1e-10]
        for g in factor[:-1]:
            values.append(g * values[-1] - values[-2])
        wave = np.array(values[1:])
        i = int(15 / h)
        j = i + int(np.pi / (2 * k * h))
        coulomb = np.array([[float(mp.re(fn(lf, -1 / k, k * r[m])))
                             for fn in (mp.coulombf, mp.coulombg)]
                            for m in (i, j)])
        amplitude = np.linalg.norm(np.linalg.solve(coulomb, wave[[i, j]]))
        wave *= np.sqrt(2 / (np.pi * k)) / amplitude
        total += weight * (h * np.sum(u * r * wave))**2
    return 4 * np.pi**2 * w / c * total


# Energy balance of a driven oscillator with friction and radiation damping
w0 = omega + 1e-6
balance = []
for friction in (2e-6, 0.0):
    denominator = (w0**2 - omega**2 - 1j * omega * friction
                   - 2j * omega**3 / (3 * c**3))
    amp = omega**2 / c**2 / denominator
    scattered = quad(lambda th: 2 * np.pi * np.sin(th) * abs(amp)**2
                     * (1 + np.cos(th)**2) / 2, 0, np.pi)[0]
    power = 0.5 * friction * omega**2 / abs(denominator)**2
    absorbed = power / (c / (8 * np.pi))
    extinction = 4 * np.pi / k_light * amp.imag
    assert abs((absorbed + scattered) / extinction - 1) < 1e-8
    balance.append(absorbed / extinction)
assert balance[1] == 0 and extinction > 0

# Field of a complete sheet of unit dipoles, k = 1, at distance z;
# the integration path in R is turned into the upper half-plane
z_sheet = 0.7


def sheet_integrand(t):
    R = z_sheet + 1j * t
    nx2 = (1 - z_sheet**2 / R**2) / 2
    field = (1 - nx2) / R + (3 * nx2 - 1) * (1 / R**3 - 1j / R**2)
    return 2 * np.pi * R * field * 1j * np.exp(1j * z_sheet - t)


sheet = (quad(lambda t: sheet_integrand(t).real, 0, 50, limit=200)[0]
         + 1j * quad(lambda t: sheet_integrand(t).imag, 0, 50, limit=200)[0])
sheet_error = abs(sheet - 2j * np.pi * np.exp(1j * z_sheet))
assert sheet_error < 1e-6

# Atomic solver against a Gaussian-basis calculation of free neon
STEP = 0.005
neon = solve_atom(10, 6, STEP, latter=False)
mol = gto.M(atom='Ne 0 0 0', basis='aug-cc-pvtz', verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,'
mf.kernel()
assert mf.converged
neon_diff = max(abs(neon[2][1][2] - mf.mo_energy[1]),
                abs(neon[2][2][2] - mf.mo_energy[4]))
assert neon_diff < 0.01         # finite basis and finite radial step

# Free atoms of the example
r = radial_grid(STEP)
eh, uh = bound_states(r, -1 / r, 0, 1)
atoms = {'H': (r, -1 / r, [(0, 1, eh[0], uh[:, 0])]),
         'C': solve_atom(6, 2, STEP), 'O': solve_atom(8, 4, STEP)}
f, sigma, direct, scatter_ratio = {}, {}, {}, {}
for name, atom in atoms.items():
    f[name] = scattering_factor(atom, omega)
    sigma[name] = 2 * r_e * wavelength * (-f[name].imag)
    direct[name] = golden_rule(atom, omega) * a0**2
    assert abs(sigma[name] / direct[name] - 1) < 3e-3
    scatter_ratio[name] = (8 * np.pi / 3 * r_e**2 * abs(f[name])**2
                           / sigma[name])
    assert scatter_ratio[name] < 1e-3

k_el = np.sqrt(2 * omega - 1)
stobbe = (512 * np.pi**2 / (3 * c) * (0.5 / omega)**4
          * np.exp(-4 * np.arctan(k_el) / k_el)
          / (1 - np.exp(-2 * np.pi / k_el))) * a0**2
assert abs(sigma['H'] / stobbe - 1) < 3e-3
f_high = scattering_factor(atoms['C'], 300.0)
assert abs(f_high.real / 6 - 1) < 0.02
coarse = scattering_factor(solve_atom(6, 2, 2 * STEP), omega)
step_change = abs(coarse.imag / f['C'].imag - 1)
assert step_change < 0.01

# Mixture: six C8H8O units per cubic nanometre
units = 6.0
ratio = {'H': 8, 'C': 8, 'O': 1}
density = {s: units * m * 1e27 for s, m in ratio.items()}
parts = {s: density[s] * sigma[s] for s in ratio}
mu = sum(parts.values())
f_sum = sum(density[s] * f[s] for s in ratio)
delta = r_e * wavelength**2 / (2 * np.pi) * f_sum.real
beta = -r_e * wavelength**2 / (2 * np.pi) * f_sum.imag


def local_field_mu(dilution):
    x = 4 * np.pi / 3 * dilution * sum(
        density[s] * a0**3 * (-f[s] / omega**2) for s in ratio)
    index = np.sqrt((1 + 2 * x) / (1 - x))
    return 4 * np.pi * index.imag / wavelength


deviation = local_field_mu(1.0) / mu - 1
deviation_tenth = local_field_mu(0.1) / (0.1 * mu) - 1
assert abs(deviation) < 0.1
assert abs(deviation / deviation_tenth - 10) < 1.5

# Random stack of sheets with every reflection, at 1/100 of film density
rng = np.random.default_rng(4)
per_kind = 2000
length = 100 / (mu * a0)
species = rng.permutation(np.repeat(list(ratio), per_kind))
places = np.sort(rng.uniform(0, length, len(species)))
strength = {s: 4 * np.pi * (-f[s] / c**2) * density[s] * a0**3 / 100
            * length / per_kind for s in ratio}
E, slope, position = 1.0 + 0j, 1j * k_light, length
for place, s in zip(places[::-1], species[::-1]):
    phase = k_light * (position - place)
    cs, sn = np.cos(phase), np.sin(phase)
    E, slope = E * cs - slope * sn / k_light, slope * cs + k_light * E * sn
    slope += strength[s] * E
    position = place
incoming = (E + slope / (1j * k_light)) / 2
optical_depth = 2 * np.log(abs(incoming))
assert abs(optical_depth - 1) < 0.02

print(f'wavelength = {wavelength*1e9:.1f} nm')
print(f'photon energy = {omega:.4f} hartree = {omega*hartree_ev:.2f} eV')
print(f'classical electron radius = {r_e:.5e} m')
print(f'2 r_e lambda = {2*r_e*wavelength/MB:.4f} Mb (1 Mb = 1e-22 m^2)')
print(f'oscillator with friction: absorbed/total = {balance[0]:.4f}')
print(f'oscillator without friction: absorbed/total = {balance[1]:.4f}')
print(f'sheet-field error (k=1, unit dipole density) = {sheet_error:.1e}')
print(f'neon valence energy difference, two solvers = {neon_diff:.4f} hartree')
for s in ('C', 'O'):
    e2s, e2p = atoms[s][2][1][2], atoms[s][2][2][2]
    print(f'{s} orbital energies: 2s {e2s:.4f}, 2p {e2p:.4f} hartree')
for s in ratio:
    print(f'{s}: f1 = {f[s].real:.4f}, f2 = {-f[s].imag:.4f}')
    print(f'{s}: sigma from f2 = {sigma[s]/MB:.4f} Mb')
    print(f'{s}: sigma from continuum states = {direct[s]/MB:.4f} Mb')
    print(f'{s}: scattering/total cross-section = {scatter_ratio[s]:.2e}')
print(f'H: closed-form sigma = {stobbe/MB:.4f} Mb')
print(f'C: dipole-model f1 at 300 hartree = {f_high.real:.3f}')
print(f'C: relative f2 change on doubling radial step = {step_change:.1e}')
print(f'density of C8H8O units = {units:.1f} nm^-3')
for s in ratio:
    print(f'{s}: number density = {density[s]/1e27:.1f} nm^-3')
    print(f'{s}: contribution to mu = {parts[s]/1e6:.4f} um^-1')
    print(f'{s}: share of absorption = {100*parts[s]/mu:.2f} percent')
print(f'mu of mixture = {mu/1e6:.4f} um^-1')
print(f'attenuation length 1/mu = {1e9/mu:.1f} nm')
print(f'absorbed in 40 nm = {100*(1-np.exp(-mu*40e-9)):.2f} percent')
print(f'delta = {delta:.5f}, beta = {beta:.5f}')
print(f'local-field change of mu = {100*deviation:.3f} percent')
print(f'same at one tenth density = {100*deviation_tenth:.4f} percent')
print(f'sheet stack: number of sheets = {len(species)}')
print(f'sheet stack: thickness = {length*a0*1e6:.2f} um')
print(f'sheet stack: -ln(transmission) = {optical_depth:.4f}, law gives 1')
print('no test failed')
```

Output:

```
wavelength = 13.5 nm
photon energy = 3.3751 hartree = 91.84 eV
classical electron radius = 2.81794e-15 m
2 r_e lambda = 0.7608 Mb (1 Mb = 1e-22 m^2)
oscillator with friction: absorbed/total = 0.4040
oscillator without friction: absorbed/total = 0.0000
sheet-field error (k=1, unit dipole density) = 1.8e-15
neon valence energy difference, two solvers = 0.0035 hartree
C orbital energies: 2s -0.5426, 2p -0.2554 hartree
O orbital energies: 2s -0.9137, 2p -0.3943 hartree
H: f1 = 1.0478, f2 = 0.0331
H: sigma from f2 = 0.0252 Mb
H: sigma from continuum states = 0.0252 Mb
H: scattering/total cross-section = 2.91e-05
C: f1 = 3.9297, f2 = 0.7195
C: sigma from f2 = 0.5474 Mb
C: sigma from continuum states = 0.5473 Mb
C: scattering/total cross-section = 1.94e-05
O: f1 = 5.8893, f2 = 2.3317
O: sigma from f2 = 1.7740 Mb
O: sigma from continuum states = 1.7740 Mb
O: scattering/total cross-section = 1.50e-05
H: closed-form sigma = 0.0252 Mb
C: dipole-model f1 at 300 hartree = 6.019
C: relative f2 change on doubling radial step = 2.3e-04
density of C8H8O units = 6.0 nm^-3
H: number density = 48.0 nm^-3
H: contribution to mu = 0.1207 um^-1
H: share of absorption = 3.17 percent
C: number density = 48.0 nm^-3
C: contribution to mu = 2.6276 um^-1
C: share of absorption = 68.92 percent
O: number density = 6.0 nm^-3
O: contribution to mu = 1.0644 um^-1
O: share of absorption = 27.92 percent
mu of mixture = 3.8128 um^-1
attenuation length 1/mu = 262.3 nm
absorbed in 40 nm = 14.15 percent
delta = 0.02242, beta = 0.00410
local-field change of mu = -0.706 percent
same at one tenth density = -0.0743 percent
sheet stack: number of sheets = 6000
sheet stack: thickness = 26.23 um
sheet stack: -ln(transmission) = 1.0003, law gives 1
no test failed
```
